# Functional-Driven and Density-Driven Energy Errors, with PBE for Stretched H₂⁺, part 3

We split the PBE energy error of H₂⁺ into functional-driven and density-driven parts. Hartree atomic units are used; energies exclude nuclear repulsion. The nuclei $A$, $B$ are $R$ apart; $A$, $B$ also denote their $1s$ orbitals, with $n_A=A^2$, $n_B=B^2$. The basis is the $\sigma$ functions of aug-cc-pVTZ.

$E_v$ and $\tilde E_v=E_v+W$ are the exact and PBE functionals, $n$ and $\tilde n$ their densities (`Et`, `nt` in the table mean $\tilde E_v$, $\tilde n$), and $\Delta E=\tilde E_v[\tilde n]-E_v[n]$. For one electron $W=U+\tilde E_{xc}$, with $U$ the Hartree energy. The split needs a definite $n$:

$$\Delta E=\Delta E_F+\Delta E_D,\qquad \Delta E_F=W[n],\qquad \Delta E_D=\tilde E_v[\tilde n]-\tilde E_v[n].\tag{2}$$

$$\Delta E=\big(E_v[\tilde n]-E_v[n]\big)+W[\tilde n].\tag{4}$$

With $\Delta n=\tilde n-n$, $n_\lambda=n+\lambda\,\Delta n$, Hartree and PBE potentials $v_H$, $\tilde v_{xc}$, and inverted potential $v_s$,

$$\Delta E_D=\int_0^1 s(\lambda)\,d\lambda,\qquad s(\lambda)=\int\Delta n\,\big(v+v_H[n_\lambda]+\tilde v_{xc}[n_\lambda]-v_s[n_\lambda]\big)\,d^3r .\tag{11}$$

$$s(0)=\int\Delta n\,\Delta v\,d^3r,\qquad \Delta v=\tilde v_{xc}[n]-v_{xc}[n]=\frac{\delta W}{\delta n}\bigg|_n .\tag{12}$$

$$v_s[n]=\frac{\nabla^2n}{4n}-\frac{|\nabla n|^2}{8n^2}.\tag{13}$$

$$\Delta v=v_H[n]+\tilde v_{xc}[n].\tag{14}$$

Let $h=-\frac12\nabla^2+v$ have eigenfunctions $\phi_i$ and eigenvalues $\varepsilon_i$; $n=\phi_0^2$, $\tilde n=\tilde\phi^2$, $\delta=\tilde\phi-\phi_0$. In a finite basis, with $\varrho=(h-\varepsilon_0)\phi_0$,

$$s(0)=\int\Delta n\,\Delta v\,d^3r+\int\varrho\,\frac{\delta^2}{\phi_0}\,d^3r .\tag{15}$$

The trapezoid estimate is $\frac12\int\Delta n\,\Delta v\,d^3r$. For the scaled functional $E_v+aW$,

$$\Delta E_D(a)=a^2E_2+O(a^3),\qquad E_2=-\sum_{i>0}\frac{|\langle i|\Delta v|0\rangle|^2}{\varepsilon_i-\varepsilon_0}.\tag{17}$$

Along $\cos\theta\,\phi_0+\sin\theta\,\phi_1$ the energy curvature at $\theta=0$ is

$$K(a)=2(\varepsilon_1-\varepsilon_0)+a\kappa,\qquad \kappa=2\int\Delta v\,(\phi_1^2-\phi_0^2)\,d^3r+4\iint\phi_0\phi_1\,\Delta f\,\phi_0\phi_1\,d^3r\,d^3r',\tag{18}$$

with $\Delta f=\delta^2W/\delta n\,\delta n'$. For $\kappa<0$, $K$ vanishes at $a_c=2(\varepsilon_1-\varepsilon_0)/|\kappa|$.

In the symmetric molecule $\langle1|\Delta v|0\rangle=0$ by inversion symmetry (the selection rule). At $R=12$ bohr it has $\Delta E_F=-0.080481$, $\Delta E_D=-0.004918$, $\Delta E=-0.085399$, $E_v[\tilde n]-E_v[n]=0.004903$ and gap $\varepsilon_1-\varepsilon_0=0.000104$ Ha. A finite difference with step $\theta=0.05$ rad gives $K(1)=0.7100$ Ha/rad².

### The limit of $\Delta E_F$ at large separation

Neglect the overlap $AB$ and the polarization of each atom by the other proton, and let the density be $(1-f)\,n_A+f\,n_B$. The Hartree energy is bilinear. Each atom contributes its own $U_1=U[n_{1s}]$ times the square of its charge. The cross term, counted twice against the factor $\frac12$, is the repulsion $f(1-f)/R$ of two separated spherical charges. A semilocal functional is an integral of a local function and adds over separated regions. Hence

$$W(f)=\big[(1-f)^2+f^2\big]U_1+\frac{f(1-f)}{R}+\tilde E_{xc}[(1-f)n_{1s}]+\tilde E_{xc}[f\,n_{1s}].\tag{19}$$

For $n_{1s}=e^{-2r}/\pi$ the charge inside radius $r$ is $\int_0^r4r'^2e^{-2r'}dr'=1-e^{-2r}(1+2r+2r^2)$, and the shells outside contribute $\int_r^\infty4r'e^{-2r'}dr'=e^{-2r}(1+2r)$ to the potential. The sum of the first divided by $r$ and the second is $v_H=1/r-e^{-2r}(1+1/r)$. With $\int_0^\infty r^ke^{-br}dr=k!/b^{k+1}$,

$$U_1=\frac12\int_0^\infty4r^2e^{-2r}v_H\,dr=2\Big[\frac14-\frac{2}{64}-\frac1{16}\Big]=\frac5{16}.$$

The symmetric molecule has $f=\frac12$, so

$$\Delta E_F\to\frac5{32}+2\tilde E_{xc}[n_{1s}/2]+\frac1{4R}.\tag{20}$$

Radial quadrature gives $\tilde E_{xc}[n_{1s}/2]=-0.128906$ Ha for PBE. At $R=12$ bohr,

$$0.156250-2\times0.128906+0.020833=-0.080729\ \text{Ha},$$

against $-0.080481$ Ha from the molecular calculation. The difference is $2.5\times10^{-4}$ Ha, 0.3% of $\Delta E_F$, inside the asserted $6\times10^{-4}$ Ha. Overlap, polarization and the basis are what (20) leaves out, and their shares were not separated. At $R=\infty$ the limit is $-0.101562$ Ha. The origin of the error is the scaling with charge. Halving the charge on each atom and having two atoms multiplies the Hartree self-repulsion by $2\times\frac14=\frac12$, from $5/16$ to $5/32$. Exact exchange would follow it. Local exchange scales as the power $4/3$ of the charge and is multiplied by $2\times2^{-4/3}=2^{-1/3}$, which is closer to one, and the PBE value $2\times0.128906=0.2578$ Ha is likewise well above $5/32=0.1563$ Ha. The positive term $1/(4R)$, the repulsion of the electron's two halves, should also be cancelled by exchange and is not, because a semilocal functional has no term connecting the two regions.

At $R=\infty$ the states $A$ and $B$ are degenerate, and every $f$ belongs to an exact ground state $\sqrt{1-f}\,A+\sqrt f\,B$. The total error is one number. But $\Delta E_F=W(f)$ runs from $-0.101562$ Ha at $f=\frac12$ to $U_1+\tilde E_{xc}[n_{1s}]$ at $f=0$, the self-interaction error of the hydrogen atom itself. The uniqueness condition fails and the split is undefined until $f$ is chosen. At large finite $R$ the split is defined, but it is sensitive to a perturbation that favours one nucleus over the other by an energy that competes with the gap. A perturbation that is even under inversion does not mix $\phi_0$ with $\phi_1$ and leaves the charge equally shared.

### A one per cent bias in the nuclear charge

As a model of such a perturbation, set $Z_A=1.01$ and $Z_B=1$ at $R=12$ bohr. An electron on $A$ has energy $-Z_A^2/2-Z_B/R$ and on $B$ it has $-Z_B^2/2-Z_A/R$, so $B$ lies higher by

$$b=\frac{Z_A^2-Z_B^2}{2}-\frac{Z_A-Z_B}{R}=0.010050-0.000833=0.009217\ \text{Ha}.$$

In a two-state model with on-site energies $0$ and $b$ and hopping $-t$, the eigenvalues differ by $\sqrt{b^2+4t^2}$. The symmetric case $b=0$ fixes $t=0.000104/2=5.2\times10^{-5}$ Ha. For $b\gg t$ the gap is close to $b$; the computed gap is 0.009202 Ha. First-order perturbation theory gives $\phi_0\approx A+\eta B$ and $\phi_1\approx B-\eta A$ with $\eta=t/b=5.2\times10^{-5}/0.0092=5.7\times10^{-3}$, so the weight on $B$ is $\eta^2=3.2\times10^{-5}$. The computed charge in the half-space of $B$ is $4.9\times10^{-5}$ in this basis, and it is not converged ($5.8\times10^{-5}$ in aug-cc-pVQZ, about $7\times10^{-5}$ in a large even-tempered basis); that the excess is the tail of $A$ crossing the midplane is a conjecture. The exact electron sits on $A$. The PBE density has 0.488 electrons on the side of $B$.

The first route gives

$$\Delta E_F=0.315260-0.314663=+0.000596\ \text{Ha},$$

$$\Delta E_D=-0.674699+0.592706=-0.081993\ \text{Ha},$$

$$\Delta E=-0.674699+0.593302=-0.081397\ \text{Ha},$$

that is $+0.016$, $-2.23$ and $-2.21$ eV. The line integral reproduces $-0.081993$ Ha. The total error is 0.953 of its value in the symmetric molecule, while the ratio $\Delta E_D/\Delta E$ has gone from 0.058 to 1.007. The program asserts the localization of $n$, the spreading of $\tilde n$, $|\Delta E_D|>10|\Delta E_F|$, and totals within 25% of each other. Here $\Delta E_F>0$ and $\Delta E_D<-2\Delta E_F$, so PBE evaluated on the Hartree–Fock density, which is exact for this system, reduces the error from $-2.21$ to $+0.016$ eV. In the symmetric molecule the same replacement changes it only from $-2.32$ to $-2.19$ eV. The minimization was started from the symmetric PBE orbital; a still lower minimum was not excluded, and it would make $\Delta E_D$ more negative.

Split (4) shows why the total hardly moves. The value $W[\tilde n]$ is $-0.090735$ Ha against $-0.090301$ Ha in the symmetric case, because $\tilde n$ is nearly the same density. An estimate of how nearly comes from the stiffness found above. Along the symmetric rotation the charge on one side is $f=\frac12(1\pm\sin2\theta)$, so $|f-\frac12|\approx|\theta|$, and the energy near equal sharing is $bf+\frac12K(f-\frac12)^2$ with $K=0.71$ Ha. Its minimum is at $f=\frac12-b/K=0.5-0.0092/0.71=0.487$, close to the computed 0.488; this frozen-orbital estimate is not among the tests. The exact functional charges $E_v[\tilde n]-E_v[n]=0.009339$ Ha for this density, which compares with the shape cost of the symmetric case plus the cost of lifting 0.488 electrons by the gap, $0.004903+0.488\times0.009202=0.00939$ Ha. The total error changes by $(0.009339-0.004903)+(-0.090735+0.090301)=0.004436-0.000434=0.0040$ Ha, about half the bias. What has changed by a large amount is the exact density, and with it the point $\tilde E_v[n]$ at which the error is cut in two.

Both estimates of $\Delta E_D$ fail in this case. The sum over states gives $E_2=-0.000573$ Ha, 0.7% of $\Delta E_D$, and is asserted to be below 10% of it. The selection rule is broken, but the element is small, $|\langle1|\Delta v|0\rangle|=8.9\times10^{-4}$ Ha, and the small-gap term contributes only $(8.9\times10^{-4})^2/0.009202=8.6\times10^{-5}$ Ha to $|E_2|$. If the overlap $S_{AB}=\langle A|B\rangle$ is kept to first order, orthogonality to $\phi_0\approx A+\eta B$ requires $\phi_1\approx B-(\eta+S_{AB})A$. The two-state forms then give $\langle1|\Delta v|0\rangle\approx\eta\,(\Delta v_{BB}-\Delta v_{AA})+\Delta v_{AB}-S_{AB}\,\Delta v_{AA}$, where $\Delta v_{AA}=\langle A|\Delta v|A\rangle$ and so on, and all three terms are exponentially small in $R$ at a fixed difference of the nuclear charges. The difference of averages can be read off from $\int\Delta n\,\Delta v=-0.080148$ Ha if the change of shape is ignored: $\Delta v_{AA}-\Delta v_{BB}\approx0.080148/0.488=0.16$ Ha. Then $\eta\times0.16=9\times10^{-4}$ Ha, which is of the size of the computed element; the two overlap terms, $\Delta v_{AB}$ and $-S_{AB}\,\Delta v_{AA}$, were not computed, so the closeness of the two numbers is not a test of the two-state formula.

The large effect sits in the curvature. With $\phi_0\approx A$ and $\phi_1\approx B$ the first term of $\kappa$ in (18) is $-2(\Delta v_{AA}-\Delta v_{BB})$. Its sign can be understood at the level of local exchange. The Hartree energy is of degree 2 in the density, so $\int n\,v_H=2U$, and local exchange is of degree $4/3$, so $\int n\,v_x=\frac43E_x$. If the energies nearly cancel, $E_x\approx-U$, as the small $\Delta E_F$ shows for PBE, the potentials do not: $\Delta v_{AA}\approx\frac23U=\frac23\times0.315=0.21$ Ha. At $B$ the Hartree potential is about $1/R=0.083$ Ha, and the negative exchange potential lowers $\Delta v_{BB}$ below that. An accurate energy for the atom thus coexists with a potential that is too repulsive on the atom by much more than the bias $b$. The finite-difference curvature is $-0.3929$ Ha/rad², asserted to be negative. The step of 0.05 rad is about nine times $\eta$, and the exchange kernel varies rapidly with the small density at $B$, so this number is an average over the step and not the second derivative at $\theta=0$. Steps of 0.002 rad and below give $-0.333$ Ha/rad², hence $\kappa\approx-0.333-2\times0.0092=-0.35$ Ha/rad² and $a_c\approx0.0184/0.35=0.052$. This one-direction value marks only where the quadratic form loses its minimum. Minimization over all orbital coefficients gives $\Delta E_D/(a^2E_2)=1.15$ at $a=0.025$ and already puts 0.16 electrons on $B$ at $a=0.04$. The expansion in $a$ has broken down by a twenty-fifth of the PBE error, so (17) has no bearing on $a=1$.

The trapezoid estimate is $-0.040074$ Ha, 49% of $\Delta E_D$. The printed slopes show more than a poor approximation. The mean of $s$ over the line is $-0.081993$ Ha, which lies below $s(0)$, whether $s(0)$ is taken as $-0.081219$ Ha from the inverted potential or as $-0.080148$ Ha from (12). A non-decreasing function cannot have a mean below its initial value, so $s$ falls somewhere before it rises to $s(1)\approx0$, and $\tilde E_v$ is not convex on this line. The frozen model (19) with local exchange reproduces the initial fall of the slope, though not a mean below the starting value: with $X=0.268$ Ha its slope in $f$ is $-0.186$ Ha at $f=\eta^2$ and averages $-0.155$ Ha up to the minimum. With $X=|E_x[n_{1s}]|$ the exchange terms are $-X[f^{4/3}+(1-f)^{4/3}]$, and for $f\gg\eta^2$, where the exact functional contributes $bf$,

$$\frac{d\tilde E_v}{df}=b+(4f-2)\,U_1+\frac{1-2f}{R}-\frac43X\big[f^{1/3}-(1-f)^{1/3}\big].$$

The term $-\frac43Xf^{1/3}$ has a derivative proportional to $-f^{-2/3}$, which dominates at small $f$, so the slope first becomes more negative as charge arrives on the empty nucleus. At $f=\frac12$ all terms but $b$ vanish, and the slope passes through zero just before that point. That the same mechanism shapes $s(\lambda)$ for PBE is a conjecture, since the program does not print $s$ at interior points.

The two values of $s(0)$ differ here by 0.0011 Ha, 1.3% of $\int\Delta n\,\Delta v$, against a few $10^{-6}$ Ha in the symmetric cases, and this difference is printed but not asserted. Equation (15) offers a possible source. Near $B$ the exact orbital is about $\eta B$ while $\delta$ is of order $B$, so the factor $\delta^2/\phi_0$ is of order $B/\eta$. The part of $\varrho$ that comes from the component $\eta B$ is itself proportional to $\eta$ and is not magnified, but any part that does not scale with $\eta$, such as the basis error in the tail of $A$, is multiplied by roughly $1/\eta$. That this accounts for the difference is a conjecture, since the program separates neither these parts nor the grid error. The inverted potential is least reliable where the density being inverted is smallest, and in this system that is where the PBE density puts nearly half of the electron. The integral (11) still matches the energy difference within $5\times10^{-6}$ Ha, because it requires only that $-v_s[n_\lambda]$ be the derivative of $T_s$ at the densities actually used, and (13) satisfies that whether or not $v_s[n]$ is close to $v$.

## Table of computed values

```
PBE, aug-cc-pVTZ sigma functions, grid level 4; 1 Ha = 27.211386 eV
--- R = 2 bohr, ZA = 1, ZB = 1
E[n] = -1.102302, Et[n] = -1.107808, Et[nt] = -1.108942 Ha
Ts[n] = 0.601299, U[n] = 0.330353, Exc_PBE[n] = -0.335858 Ha
dE = -0.006640, dE_F = -0.005506, dE_D = -0.001134 Ha
dE = -0.1807, dE_F = -0.1498, dE_D = -0.0309 eV
line integral = -0.001134, trapezoid = -0.001142, E2 = -0.001029 Ha
s(0) inversion = -0.002279, int dn dv = -0.002284, s(1) = -5.5e-06 Ha
E[nt]-E[n] = 0.001249, U[nt]+Exc[nt] = -0.007889 Ha
gap = 4.351e-01, |<1|dv|0>| = 2.1e-15 Ha, curvature = 0.9975 Ha/rad^2
full-basis SCF: UHF = -1.102302, UKS = -1.108942 Ha
a = 0.02: dE_D = -4.1231e-07 Ha, dE_D/(a^2 E2) = 1.00187, trapezoid/dE_D = 1.00014
a = 0.04: dE_D = -1.6523e-06 Ha, dE_D/(a^2 E2) = 1.00375, trapezoid/dE_D = 1.00027
ratios extrapolated to a = 0: 0.99999, 1.00000
--- R = 6 bohr, ZA = 1, ZB = 1
E[n] = -0.678382, Et[n] = -0.731474, Et[nt] = -0.737902 Ha
Ts[n] = 0.457932, U[n] = 0.195239, Exc_PBE[n] = -0.248331 Ha
dE = -0.059520, dE_F = -0.053092, dE_D = -0.006428 Ha
dE = -1.6196, dE_F = -1.4447, dE_D = -0.1749 eV
line integral = -0.006428, trapezoid = -0.006254, E2 = -0.006545 Ha
s(0) inversion = -0.012512, int dn dv = -0.012509, s(1) = 4.5e-06 Ha
E[nt]-E[n] = 0.006267, U[nt]+Exc[nt] = -0.065787 Ha
gap = 2.128e-02, |<1|dv|0>| = 1.0e-14 Ha, curvature = 0.5425 Ha/rad^2
--- R = 12 bohr, ZA = 1, ZB = 1
E[n] = -0.583317, Et[n] = -0.663798, Et[nt] = -0.668716 Ha
Ts[n] = 0.498477, U[n] = 0.176910, Exc_PBE[n] = -0.257390 Ha
dE = -0.085399, dE_F = -0.080481, dE_D = -0.004918 Ha
dE = -2.3238, dE_F = -2.1900, dE_D = -0.1338 eV
line integral = -0.004918, trapezoid = -0.004877, E2 = -0.004942 Ha
s(0) inversion = -0.009753, int dn dv = -0.009754, s(1) = 5.8e-06 Ha
E[nt]-E[n] = 0.004903, U[nt]+Exc[nt] = -0.090301 Ha
gap = 1.040e-04, |<1|dv|0>| = 2.9e-12 Ha, curvature = 0.7100 Ha/rad^2
Et from symmetry-broken start = -0.668716 Ha
U[n1s]/2 = 0.156250, Exc[n1s/2] = -0.128906, 1/(4R) = 0.020833 Ha
dE_F asymptote at R = 12: -0.080729, at R = inf: -0.101562 Ha
--- R = 12 bohr, ZA = 1.01, ZB = 1
E[n] = -0.593302, Et[n] = -0.592706, Et[nt] = -0.674699 Ha
Ts[n] = 0.509006, U[n] = 0.315260, Exc_PBE[n] = -0.314663 Ha
dE = -0.081397, dE_F = 0.000596, dE_D = -0.081993 Ha
dE = -2.2149, dE_F = 0.0162, dE_D = -2.2311 eV
line integral = -0.081993, trapezoid = -0.040074, E2 = -0.000573 Ha
s(0) inversion = -0.081219, int dn dv = -0.080148, s(1) = -1.6e-06 Ha
E[nt]-E[n] = 0.009339, U[nt]+Exc[nt] = -0.090735 Ha
gap = 9.202e-03, |<1|dv|0>| = 8.9e-04 Ha, curvature = -0.3929 Ha/rad^2
electrons on side B: exact = 4.94e-05, PBE = 0.4880
dE_D/dE at R = 12: symmetric = 0.0576, biased = 1.0073
dE(biased)/dE(symmetric) = 0.9531
```
